\section*{Tunnelling Enhancement of Thermionic Current over a Parabolic Barrier}

\section{The current to be compared}

\textbf{Q.} A short transistor channel that is switched off still passes electrons over its barrier. You say tunnelling multiplies this current by a simple factor. Before any factor, what is being divided by what?

\textbf{A.} Take a two-dimensional channel with transport along $X$ and a barrier uniform across the width. Near its top,
\begin{equation}
V(X)=V_0-\tfrac12 m\omega^2X^2 .
\end{equation}
I use atomic units, $\hbar=m_e=e=1$, but keep Boltzmann's constant $k$, and write $\beta=1/kT$. The longitudinal energy measured from the barrier top is $\varepsilon$, and the top lies $\varphi$ above the source Fermi level. Transport is coherent, and the transverse wave number $k_y$ is conserved.

A source state carries velocity $k_x/m$, and $(k_x/m)\,dk_x=d\varepsilon$. With degeneracy $g$ (spin times valleys), transmission probability $P(\varepsilon)$ and occupation $f$, the current per width is
\begin{equation}
J=\frac{g}{4\pi^2}\int_{-\infty}^{\infty}\!dk_y\int d\varepsilon\,P(\varepsilon)\,
f\!\left(\varepsilon+\varphi+\frac{k_y^2}{2m}\right).
\label{J}
\end{equation}
For $\varphi\gg kT$ I first use Boltzmann occupation, $f(E)=e^{-\beta E}$. The transverse integral is then a separate factor, $\int dk_y\,e^{-\beta k_y^2/2m}=\sqrt{2\pi mkT}$. A classical particle has $P=1$ above the top and $P=0$ below it, and $\int_0^\infty e^{-\beta\varepsilon}d\varepsilon=kT$, so
\begin{equation}
J_{\rm cl}=\frac{g}{4\pi^2}\sqrt{2\pi mkT}\;kT\,e^{-\beta\varphi}.
\end{equation}
The ratio to be found is
\begin{equation}
R=\frac{J}{J_{\rm cl}}=\beta\int_{-\infty}^{\infty}P(\varepsilon)\,e^{-\beta\varepsilon}\,d\varepsilon .
\label{R}
\end{equation}
The width of the channel, $g$ and $\varphi$ have cancelled. The lower limit assumes that the source supplies states at every energy that matters.

\textbf{Q.} The drain emits electrons too.

\textbf{A.} With Boltzmann occupation in both contacts, a drain bias $V_D$ multiplies both currents by $1-e^{-\beta V_D}$, which cancels in $R$ if the barrier is held fixed.

\section{Transmission through the parabola}

\textbf{Q.} A semiclassical exponent would be suspect near the top, where most of the current flows. Can you avoid it?

\textbf{A.} Yes. Put $\xi=\sqrt{m\omega}\,X$ and let $p$ be the momentum divided by $\sqrt{m\omega}$, so that $[\xi,p]=i$. Measured from the top, the Hamiltonian is $\omega h$ with $h=\frac12(p^2-\xi^2)$. Define
\begin{equation}
u=\frac{p+\xi}{\sqrt2},\qquad v=\frac{p-\xi}{\sqrt2}.
\end{equation}
Multiplying out and using $\xi p-p\xi=i$,
\begin{align}
uv&=\tfrac12(p^2-p\xi+\xi p-\xi^2)=\tfrac12(p^2-\xi^2+i),\\
vu&=\tfrac12(p^2+p\xi-\xi p-\xi^2)=\tfrac12(p^2-\xi^2-i).
\end{align}
Hence $[u,v]=i$ and $h=\frac12(uv+vu)$. In the time $\tau=\omega t$ the equations of motion are
\begin{equation}
\dot u=-i[u,h]=u,\qquad \dot v=-i[v,h]=-v ,
\end{equation}
so $u$ grows as $e^{\tau}$, $v$ decays as $e^{-\tau}$, and neither changes sign. Since $\xi=(u-v)/\sqrt2$, at late times the particle is on the right if $u>0$. At early times $v$ dominates, and the particle came from the left if $v>0$. Transmission is therefore the probability of $u>0$ in a state confined to $v>0$.

\textbf{Q.} Which state is that, at a given energy?

\textbf{A.} In the $v$ representation $u=i\,d/dv$, which gives $h=i(v\,d/dv+\frac12)$. Acting on $v^s$ it returns $i(s+\frac12)v^s$. For $h=\eta=\varepsilon/\omega$ we need $s=-\frac12-i\eta$, so the incident state is $v^{-1/2-i\eta}$ on $v>0$ and zero on $v<0$. Its $u$ representation is
\begin{equation}
\psi(u)=\frac1{\sqrt{2\pi}}\int_0^\infty e^{iuv}\,v^{-1/2-i\eta}\,dv .
\end{equation}
Add a small damping and use $\int_0^\infty v^{q-1}e^{-cv}dv=\Gamma(q)c^{-q}$ with $q=\frac12-i\eta$ and $c\to-iu$. For $u>0$, $c=|u|e^{-i\pi/2}$; for $u<0$, $c=|u|e^{+i\pi/2}$. The phase factor in $c^{-q}$ is $e^{\pm i\pi q/2}$, whose modulus is $e^{\pm\pi\eta/2}$. Also
\begin{equation}
|\Gamma(\tfrac12-i\eta)|^2=\Gamma(\tfrac12-i\eta)\Gamma(\tfrac12+i\eta)=\frac{\pi}{\cosh\pi\eta}.
\end{equation}
Together,
\begin{equation}
|\psi(u)|^2=\frac1{|u|}\,\frac{e^{\pm\pi\eta}}{2\cosh\pi\eta}\qquad(u\gtrless0).
\end{equation}
The incident density is $1/v$. On the axes $\ln v$ and $\ln|u|$ these states are plane waves, so the coefficients of $1/|u|$ are the probabilities for a wave packet of narrow energy spread. They add to one. The upper sign is transmission:
\begin{equation}
P=\frac{e^{\pi\eta}}{e^{\pi\eta}+e^{-\pi\eta}}=\frac1{1+e^{-a\varepsilon}},\qquad a=\frac{2\pi}{\omega}.
\label{P}
\end{equation}
At the top $P=\frac12$. Direct integration of the Schr\"odinger equation at $\eta=-0.8,-0.3,0,0.4,1$ agrees with this law to a relative $1.3\times10^{-5}$ at worst.

\section{The thermal average}

\textbf{Q.} Now the integral. Does it even converge?

\textbf{A.} At large positive $\varepsilon$ the integrand falls as $e^{-\beta\varepsilon}$. At large negative $\varepsilon$ it behaves as $e^{(a-\beta)\varepsilon}$, which falls only if $a>\beta$. Assume that, and let
\begin{equation}
K=\int_{-\infty}^{\infty}\frac{e^{-\beta\varepsilon}}{1+e^{-a\varepsilon}}\,d\varepsilon .
\end{equation}
Close the contour along the line $\varepsilon+2\pi i/a$, traversed backwards. There the denominator is unchanged and the numerator gains $e^{-2\pi i\beta/a}=e^{-2ix}$, where $x=\pi\beta/a$. The distant vertical sides vanish because $0<\beta<a$. The one enclosed pole is at $\varepsilon=i\pi/a$. The derivative of the denominator there is $-ae^{-i\pi}=a$, so the residue is $e^{-ix}/a$. Thus
\begin{equation}
K\left(1-e^{-2ix}\right)=\frac{2\pi i}{a}e^{-ix}
\quad\Rightarrow\quad
K=\frac{2\pi i}{a\,(e^{ix}-e^{-ix})}=\frac{\pi}{a\sin x}.
\end{equation}
Multiplying by $\beta$, and restoring $\hbar$ in $x=\pi\beta/a=\beta\omega/2$,
\begin{equation}
R=\frac{x}{\sin x},\qquad x=\frac{\hbar\omega}{2kT},\qquad 0<x<\pi .
\label{main}
\end{equation}

\textbf{Q.} Is it fair to call this a tunnelling factor? Your $P$ also reflects electrons that have enough energy to pass.

\textbf{A.} It is a net factor. Equation~\eqref{P} gives $1-P(\varepsilon)=P(-\varepsilon)=1/(1+e^{a\varepsilon})$. Adding the tunnelling gain and subtracting the reflection loss,
\begin{equation}
R-1=\beta\int_0^\infty\frac{e^{\beta\varepsilon}-e^{-\beta\varepsilon}}{1+e^{a\varepsilon}}\,d\varepsilon>0 .
\end{equation}
Tunnelling wins because the states below the top are more heavily occupied. At high temperature, $\sin x\simeq x-x^3/6$ gives $R\simeq1+x^2/6$, and the classical current returns as $x\to0$.

\section{A channel of 10 nm}

\textbf{Q.} Give me numbers for something resembling a device.

\textbf{A.} Let the parabola fall by $\Delta$ from its top to the source band edge over half its base length $L$. Then $\Delta=\frac12m\omega^2(L/2)^2$, or
\begin{equation}
\omega=\frac2L\sqrt{\frac{2\Delta}{m}} .
\label{omega}
\end{equation}
I choose $m=0.5$ electron masses, $g=4$, $\Delta=0.30$ eV, $L=10$ nm and $T=300$ K, with the source Fermi level at the band edge, so that $\varphi=\Delta$. Equation~\eqref{omega} gives $\hbar\omega=0.0605$ eV. With $kT=0.02585$ eV,
\begin{equation}
x=\frac{0.0605}{2\times0.02585}=1.17,\qquad R=\frac{x}{\sin x}=1.27 .
\end{equation}
In units of the classical current, 0.448 flows below the top and 0.823 above it. Reflection thus removes 0.177 of the classical current and tunnelling adds 0.448. The classical 6.0 nA/$\mu$m becomes $6.0\times1.27=7.6$ nA/$\mu$m. The estimate $1+x^2/6$ gives 1.23, so the high-temperature expansion is already somewhat short.

\section{The temperature of divergence}

\textbf{Q.} Your formula blows up at $x=\pi$. What happens there?

\textbf{A.} Setting $x=\pi$ in \eqref{main} gives
\begin{equation}
T_c=\frac{\hbar\omega}{2\pi k},\qquad\text{equivalently}\qquad a=\frac1{kT_c}.
\end{equation}
Going down from the top, occupation rises as $e^{|\varepsilon|/kT}$ and transmission falls as $e^{-|\varepsilon|/kT_c}$. At $T_c$ the two rates are equal, and every energy far below the top contributes equally. Since $x=\pi T_c/T$ and $\sin x=\sin(\pi-x)\simeq\pi-x$ close to $T_c$,
\begin{equation}
R\simeq\frac{x}{\pi-x}=\frac{T_c}{T-T_c}.
\end{equation}
For the example $T_c=112$ K. At $1.01\,T_c$ this law gives 100, and numerical integration of \eqref{R} gives 100.02. Below $T_c$ the integral diverges; the values of $x/\sin x$ beyond $x=\pi$ are not currents.

\textbf{Q.} No transistor carries infinite current at 112 K.

\textbf{A.} No. The divergence needs both a parabola of infinite depth and Boltzmann occupation at all depths. Removing either one cures it. First stop the integral at the band edge. At $T=T_c$, where $\beta=a$,
\begin{equation}
R=a\int_{-\Delta}^{\infty}\frac{e^{-a\varepsilon}}{1+e^{-a\varepsilon}}\,d\varepsilon
=\Big[-\ln(1+e^{-a\varepsilon})\Big]_{-\Delta}^{\infty}=\ln(1+e^{a\Delta}).
\end{equation}
This is nearly $a\Delta=\Delta/kT_c$, and equals 31.2 here.

Alternatively keep the infinite parabola but use Fermi occupation. For one transverse mode at $T_c$, substitute $w=e^{a\varepsilon}$ and $c=e^{a\varphi}$:
\begin{align}
M&=\int_{-\infty}^{\infty}\frac{d\varepsilon}{(1+e^{-a\varepsilon})(1+e^{a(\varepsilon+\varphi)})}
=\frac1a\int_0^\infty\frac{dw}{(1+w)(1+cw)}\nonumber\\
&=\frac1{a(c-1)}\int_0^\infty\left(\frac{c}{1+cw}-\frac1{1+w}\right)dw
=\frac{\ln c}{a(c-1)}=\frac{\varphi}{e^{a\varphi}-1}.
\end{align}
Dividing by the classical $e^{-a\varphi}/a$ gives $R=a\varphi/(1-e^{-a\varphi})$.

In two dimensions a mode of transverse energy $e_y=k_y^2/2m$ has $\varphi$ replaced by $\varphi+e_y$. For $a\varphi\gg1$ its current is $(\varphi+e_y)e^{-a(\varphi+e_y)}$. The thermal weight $e^{-ae_y}$ gives $\langle e_y\rangle=1/2a$, so $R\simeq a(\varphi+\langle e_y\rangle)=a\varphi+\frac12$, or 31.7 here.

\textbf{Q.} And with both limits present?

\textbf{A.} I solved the Schr\"odinger equation for the parabola joined to flat leads at its base and used Fermi occupation. The result at $T_c$ is 38.7, larger than either estimate. Fermi occupation is smaller than Boltzmann occupation, so it cannot explain an excess over 31.2. The excess must come from the transmission: \eqref{P} belongs to the infinite parabola and is not accurate when energies down to the base matter. The two potentials differ only beyond the base, where flat leads replace the falling parabola, so this replacement causes the excess. The finite size of the answer is secure; its value depends strongly on the shape of the barrier's foot.

\section{Below the crossover}

\textbf{Q.} What replaces thermionic emission when $T<T_c$?

\textbf{A.} Tunnelling near the Fermi level, provided the source has occupied states well below that level. Take $a\varphi\gg1$ and a temperature not too close to $T_c$. The important energies lie far below the top, where $P\simeq e^{a\varepsilon}$. With $\delta=-(\varepsilon+\varphi)$, one mode gives
\begin{equation}
M\simeq e^{-a\varphi}\int_{-\infty}^{\infty}\frac{e^{-a\delta}}{1+e^{-\beta\delta}}\,d\delta
=\frac{e^{-a\varphi}}{a}\,\frac{y}{\sin y},\qquad y=\frac{\pi T}{T_c}.
\end{equation}
This is $K$ with $a$ and $\beta$ exchanged. Summing over transverse modes adds a factor independent of $\varphi$.

The switching consequence follows from the swing, the gate voltage per decade of current. If the barrier top follows the gate one for one and the curvature is held fixed, the swing is $\ln10/|d\ln J/d\varphi|$. It equals $kT\ln10$ above $T_c$, in the Boltzmann regime, but $kT_c\ln10$ below. With the curvature of the example, but a source filled far below its Fermi level, the floor is 22.2 mV/decade. Numerical integration for the infinite parabola at $T_c/2$ also gives 22.2, twice the thermal value of 11.1. At fixed curvature, cooling has stopped helping.

\section{Shortening the channel}

\textbf{Q.} A gate changes the barrier height while the length stays put. By \eqref{omega} the curvature then changes too.

\textbf{A.} Yes, and this degrades the swing even above $T_c$. Hold $L$, $m$ and $T$ fixed. From \eqref{omega}, $\omega\propto\sqrt\Delta$, so $dx/d\Delta=x/2\Delta$. Also $d\ln(x/\sin x)/dx=1/x-\cot x$. With $\varphi=\Delta$,
\begin{equation}
\frac{d\ln J}{d\Delta}=-\beta+\frac{1-x\cot x}{2\Delta},
\end{equation}
and the swing is
\begin{equation}
S=\frac{kT\ln10}{1-kT(1-x\cot x)/2\Delta}.
\end{equation}
The correction raises $S$: $\sin x-x\cos x$ vanishes at $x=0$ and has derivative $x\sin x>0$, so $1-x\cot x>0$ for $0<x<\pi$. A higher barrier of fixed length is also more sharply curved, and therefore leaks more relative to its classical current. At 300 K, with $\Delta=0.30$ eV:
\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $T_c$ (K) & $R$ & $S$ (mV/decade)\\
15 & 74 & 1.11 & 60.1\\
10 & 112 & 1.27 & 60.8\\
7 & 160 & 1.68 & 62.7\\
5 & 223 & 3.25 & 69.3
\end{tabular}
\end{center}
The thermal value is 59.5 mV/decade. Because $T_c\propto1/L$, it reaches 300 K at $L=10\times112/300=3.7$ nm. For this mass and height, that length marks where the energies that matter at room temperature move from near the barrier top towards its foot. Tunnelling carries most of the current before that: at 5 nm $R=3.25$, while the part above the top cannot exceed 1.

Fixed length also raises the low-temperature floor of the previous section. With $\varphi=\Delta$ the tunnelling exponent $a\Delta$ is proportional to $\sqrt\Delta$, so its slope is $a/2$ instead of $a$. Well below $T_c$, with a source filled far below its Fermi level, the leading estimate of the floor is then $2kT_c\ln10$, or 44 mV/decade at 10 nm, instead of 22.2. Prefactors that also vary with $\Delta$ raise it by about 2\% at $T_c/2$ and 5\% at $T_c/10$, but lower it above about $0.6\,T_c$, to 39 mV/decade at $0.85\,T_c$. At fixed length this value is therefore a low-temperature plateau, which the swing approaches from below on cooling, and not a minimum.

\section{How far to trust the numbers}

\textbf{Q.} Which real channel do these parameters describe, and what would spoil the result?

\textbf{A.} They lie in the regime of a monolayer MoS$_2$ transistor with a gate of roughly 10 nm. The mass, the fourfold degeneracy (small spin splitting ignored) and a gap of about 2 eV are rough typical values; a 5 nm base is an aggressively short case. A real barrier is not a parabola down to its foot. At 10 nm, solving the parabola with a finite base gives $R=1.25$, and a smooth $\mathrm{sech}^2$ barrier of equal height and top curvature gives 1.28, both within 2\% of the formula. At 5 nm the smooth barrier gives 2.76 instead of 3.25, a reduction of 15\%, and the tabulated swing is likewise too high for such a barrier. Scattering, contact resistance and imperfect gate control are left out, and I have not sized them. The constant mass is a further idealization. Deep in the gap a wave function usually decays more slowly than the band-edge mass predicts, so the formula tends to underestimate tunnelling far below the top. This matters little at 10 nm and 300 K, but more in the shortest channels and near or below $T_c$.

\textbf{Q.} And Fermi occupation, the material parameters, the drain?

\textbf{A.} At 10 nm and 300 K the Fermi correction to $R$ is a relative $-8\times10^{-6}$ for the infinite parabola. At 5 nm, with the finite base, Fermi occupation lowers $R$ from 3.25 to 3.22, and the swing is then 70.0 mV/decade. Returning to 10 nm, masses of 0.45 and 0.55 give $R=1.31$ and 1.24. Operation at 250 K gives 1.42, and at 400 K it gives 1.14, with the barrier unchanged.

For a drain bias of 0.5 V, back-injection is a fraction $4\times10^{-9}$. Tunnelling between bands would require the drain conduction edge to fall below the channel valence edge; the margin is $2.0-0.30-0.5=1.2$ eV. Without bias the steepest field of the parabola, $4\Delta/L$, is 1.2 MV/cm.

Back-injection is thus negligible, but the bias can also reshape the barrier. The outcome depends on where the potential drops. Suppose the gate pins the top at mid-channel and at height $\Delta$, so that the 0.5 V falls across the drain half. That half then descends by 0.8 eV instead of 0.3 eV, and its steepest field becomes $4(\Delta+V_D)/L$, or 3.2 MV/cm. It is thinner at every energy below the top, and $R$ rises to about 1.43. Suppose instead that the drop is uniform over the 10 nm. A linear term leaves the curvature of a parabola unchanged, so $R$ stays near 1.24 and the steepest field is $(4\Delta+V_D)/L$, or 1.7 MV/cm. The top, however, sinks to $\Delta-V_D/2+V_D^2/16\Delta=0.10$ eV above the source band edge, and the current grows through this lowering rather than through $R$. The enhancements given here, and the numerical output that follows, are for a barrier whose shape the bias leaves unchanged.

\section*{Computed results}
\begin{verbatim}
mass = 0.5 electron masses; degeneracy = 4
barrier height = 0.30 eV; base length = 10.0 nm
temperature = 300 K; kT = 0.02585 eV
curvature energy hbar*w = 0.06048 eV
x = 1.1697
enhancement x/sin(x) = 1.2705
part below barrier top = 0.4480
part above barrier top = 0.8226 (classical 1)
small-x estimate 1+x^2/6 = 1.2280
divergence temperature Tc = 111.7 K; k*Tc = 0.00963 eV
classical current = 6.006 nA/um
enhanced current = 7.631 nA/um
largest relative transmission error = 1.3e-05
quadrature enhancement at 1.01 Tc = 100.02
relative Fermi correction at 300 K, 2D = -8.3e-06
at Tc, band-edge cut-off: enhancement = 31.17
at Tc, Fermi cut-off, 2D: enhancement = 31.67
swing floor k*Tc*ln10 = 22.16 mV/decade
computed swing at Tc/2, fixed curvature = 22.16 mV/decade
thermal swing at Tc/2 = 11.08 mV/decade
thermal swing at 300 K = 59.53 mV/decade
length nm | hbar*w eV | Tc K | enhancement | swing mV/decade
   5 | 0.1210 | 223.4 | 3.254 | 69.26
   7 | 0.0864 | 159.6 | 1.679 | 62.68
  10 | 0.0605 | 111.7 | 1.271 | 60.85
  15 | 0.0403 | 74.5 | 1.109 | 60.07
length at which Tc = 300 K: 3.72 nm
Neglected effects at 300 K, barrier solved numerically:
10 nm: formula 1.271, finite base 1.251
10 nm: finite base + Fermi occupation 1.251
10 nm: smooth sech^2 barrier, same top curvature 1.284
10 nm: swing, finite base + Fermi = 60.85 mV/decade
10 nm at Tc: finite base + Fermi enhancement = 38.66
5 nm: formula 3.254, finite base 3.249
5 nm: finite base + Fermi occupation 3.219
5 nm: smooth sech^2 barrier, same top curvature 2.760
5 nm: swing, finite base + Fermi = 69.97 mV/decade
10 nm, mass 0.45: enhancement = 1.307
10 nm, mass 0.55: enhancement = 1.242
10 nm, 250 K: enhancement = 1.423
10 nm, 400 K: enhancement = 1.141
drain bias = 0.5 eV per electron; rough gap = 2.0 eV
drain back-injection fraction = 4.0e-09
largest field in 10 nm parabola = 1.20 MV/cm
margin before interband overlap = 1.20 eV
\end{verbatim}
